# Diaelastic polarisability: supercell stiffness, dipole tensor and the induced interaction

## Part I. One defect in a periodic cell

### 1. Definitions and conventions

A point defect sits in a crystal whose atoms are at rest in their energy minimum. Tensor indices run over $x,y,z$ and repeated indices are summed. The strain $\varepsilon_{ij}$ is symmetric, $A:B$ means $A_{ij}B_{ij}$, and $(\alpha:\varepsilon)_{ij}=\alpha_{ijkl}\varepsilon_{kl}$. Strains and volumes refer to the undeformed perfect crystal. The algebra is in atomic units; numbers are in eV and Å.

Let $\varepsilon$ be the external strain at the defect, meaning the strain that all other sources would produce there. The defect's own distortion is not part of it. Let $E_d(\varepsilon)$ be the energy of the relaxed crystal with the defect minus that of the perfect crystal under the same external strain. If the defect stays in one smooth energy minimum, then to second order

$$E_d(\varepsilon)=E_0-P^0:\varepsilon-\tfrac12\,\varepsilon:\alpha:\varepsilon. \tag{1}$$

The elastic dipole tensor is defined by

$$P=-\frac{\partial E_d}{\partial\varepsilon}=P^0+\alpha:\varepsilon. \tag{2}$$

Here $P^0$ is the permanent dipole and $\alpha$ is the diaelastic polarisability. Both are energies, because strain has no unit. Since $\alpha$ is minus a second derivative of an energy, $\alpha_{ijkl}=\alpha_{klij}$. A positive $\alpha$ lowers the curvature of the energy, so the defect softens the crystal; a negative one stiffens it.

The host is taken to be harmonic: its energy is quadratic in the displacements from the undeformed crystal, with elastic constants $C$. The defect site is taken to be an inversion centre. What changes without the first condition is estimated in section 6.

### 2. The simplest case: a chain with one odd spring

Take a ring of $N$ springs of stiffness $k$ and length $a$. One spring is replaced by another of stiffness $k'$ whose natural length is greater by $\delta$. The mean strain $\bar\varepsilon$ fixes the total extension $Na\bar\varepsilon$.

Springs in series add their compliances. With $s=1/k'-1/k$, the total compliance is $N/k+s$. The extension that has to be supplied elastically is $Na\bar\varepsilon-\delta$, so

$$E(\bar\varepsilon)=\frac{(Na\bar\varepsilon-\delta)^2}{2(N/k+s)}
=\frac{kN(a\bar\varepsilon-\delta/N)^2}{2(1+ks/N)}. \tag{3}$$

For large $N$, expand $1/(1+ks/N)=1-ks/N+\dots$ and keep what survives:

$$E\to\tfrac12Nka^2\bar\varepsilon^2-ka\delta\,\bar\varepsilon-\tfrac12k^2a^2s\,\bar\varepsilon^2 .$$

The first term is the perfect chain. Comparison of the others with (1) gives

$$P^0=ka\delta,\qquad \alpha=k^2a^2s. \tag{4}$$

A softer spring has $s>0$ and hence $\alpha>0$.

At finite $N$, let $L=Na$ play the part of the volume. The elastic constant of the chain is $C=ka$, because the energy per length is $\tfrac12ka\bar\varepsilon^2$. Differentiating (3) twice and dividing by $L$ gives

$$C_{\rm eff}=\frac{ka}{1+ks/N}=C-\frac{\alpha/L}{1+\alpha/(CL)}, \tag{5}$$

where $\alpha/(CL)=ks/N$ was used. The dipole seen in a cell of fixed length is minus the first derivative at $\bar\varepsilon=0$:

$$P_{\rm cell}=\frac{ka\delta}{1+ks/N}=\frac{P^0}{1+\alpha/(CL)}. \tag{6}$$

Both quantities change at order $1/L$, by $-\alpha/L$ and by $-\alpha P^0/(CL)$. The second change has a simple meaning. The odd spring pushes, but the cell may not lengthen, so the other springs hold it at a negative strain $-P^0/(CL)$. The polarisability turns that strain into a change of dipole.

A limit shows the role of the denominator. If $k'\to0$, the chain is cut and $s\to\infty$. Equation (5) then gives $C_{\rm eff}\to0$, as it must, whereas the first-order form $C-\alpha/L$ diverges. The expansion needs $|\alpha|\ll CL$.

### 3. Three dimensions: the strain made by the periodic images

A dipole couples to the host displacement $u$ through $-P_{ij}\partial_ju_i(0)$. This equals $-\int f_iu_i\,d^3r$ if the force density is

$$f_i(\mathbf r)=-P_{ij}\,\partial_j\delta(\mathbf r), \tag{7}$$

as one integration by parts shows. Equilibrium of the host requires $C_{ijkl}\partial_j\partial_lu_k+f_i=0$. In a periodic cell of volume $V$ write $u=V^{-1}\sum_{\mathbf k}u_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. Each derivative becomes $i\mathbf k$, so

$$(C_{ijkl}k_jk_l)\,u_{\mathbf k,k}=-iP_{ij}k_j .$$

Let $D_{ik}(\hat{\mathbf k})=C_{ijkl}\hat k_j\hat k_l$. Solving for $u_{\mathbf k}$ and forming the strain brings a second factor $i$, and $i(-i)=1$. The powers of $|\mathbf k|$ cancel:

$$e(\mathbf r)=\frac1V\sum_{\mathbf k\ne0}\Gamma(\hat{\mathbf k}):P\;e^{i\mathbf k\cdot\mathbf r},\qquad
\Gamma_{ijkl}=\mathrm{sym}\,\big[\hat k_j(D^{-1})_{ik}\hat k_l\big]. \tag{8}$$

The symbol sym means symmetrised in $ij$ and in $kl$. The term $\mathbf k=0$ is absent because the mean strain is prescribed separately, so $e$ has zero mean.

An isolated dipole has the same field with the sum replaced by $V\int d^3k/(2\pi)^3$. Its value at the defect is part of the defect's own distortion, which $E_d$ already contains. The external strain due to the images is therefore the difference at $\mathbf r=0$. For a cubic cell $\mathbf k=2\pi\mathbf n/V^{1/3}$ with integer $\mathbf n$, and a Gaussian factor makes both parts finite:

$$e^{\rm img}=\frac{\Lambda:P}{V},\qquad
\Lambda=\lim_{s\to0}\Big[\sum_{\mathbf n\neq0}\Gamma(\hat{\mathbf n})e^{-sn^2}-\langle\Gamma\rangle\Big(\frac{\pi}{s}\Big)^{3/2}\Big]. \tag{9}$$

Here $s$ is the smoothing parameter, no longer the compliance of section 2, and $\langle\Gamma\rangle$ is the average over directions. No length remains in $\Lambda$: it depends on $C$ and on the shape and orientation of the cell, but not on its size. It has the unit of an inverse elastic constant.

The chain is a limit of this formula. In one dimension $\Gamma=1/C$ for every $k\ne0$. The sum over all integers minus the integral tends to zero, and leaving out $n=0$ leaves $-1$. Hence $\Lambda=-1/C$, and $\Lambda P^0/L$ is the image strain $-P^0/(CL)$ found after (6).

### 4. Energy of the cell

For a given dipole $P$ and mean strain $\bar\varepsilon$, the host strain is $\bar\varepsilon+e$. The cross term between $\bar\varepsilon$ and $e$ in the elastic energy vanishes because $e$ has zero mean. What remains is

$$\tfrac12V\bar\varepsilon:C:\bar\varepsilon+\tfrac12\int e:C:e\,d^3r-P:\bar\varepsilon-P:e(0).$$

In equilibrium the integral equals $P:e(0)$, which follows on multiplying the equilibrium equation by $u$ and integrating by parts. The two terms in $e$ therefore combine to $-\tfrac12P:e(0)$. Its isolated part belongs to the energy needed to form the dipole; its image part is $-P:\Lambda:P/(2V)$.

The energy needed to form $P$ must reproduce (1) when $-P:\varepsilon$ is added and $P$ is made stationary. The function

$$U(P)=E_0+\tfrac12(P-P^0):\alpha^{-1}:(P-P^0)$$

does so: stationarity gives $P-P^0=\alpha:\varepsilon$, and insertion gives $E_0+\tfrac12\varepsilon:\alpha:\varepsilon-P^0:\varepsilon-\varepsilon:\alpha:\varepsilon$, which is (1). If $\alpha$ has zero eigenvalues, $P-P^0$ is restricted to the remaining directions. The cell energy is thus

$$E=\tfrac12V\bar\varepsilon:C:\bar\varepsilon-P:\bar\varepsilon-\frac{P:\Lambda:P}{2V}+U(P). \tag{10}$$

Setting $\partial E/\partial P=0$ gives

$$P=P^0+\alpha:\Big(\bar\varepsilon+\frac{\Lambda:P}{V}\Big)
=\Big(1-\frac{\alpha\Lambda}{V}\Big)^{-1}(P^0+\alpha\bar\varepsilon). \tag{11}$$

In the last form the tensors act as matrices on symmetric tensors. Because $P$ is stationary, only the explicit dependence on $\bar\varepsilon$ enters the first derivative:

$$\frac{dE}{d\bar\varepsilon}=VC\bar\varepsilon-P. \tag{12}$$

This derivative is $V$ times the mean stress. At $\bar\varepsilon=0$ it gives the fixed-cell dipole $P_{\rm cell}=-V\bar\sigma$. A further derivative gives the elastic constants:

$$P_{\rm cell}=\Big(1-\frac{\alpha\Lambda}{V}\Big)^{-1}P^0,\qquad
C_{\rm eff}=C-\frac1V\Big(1-\frac{\alpha\Lambda}{V}\Big)^{-1}\alpha . \tag{13}$$

Expansion of the inverse yields

$$P_{\rm cell}=P^0+\frac{\alpha\Lambda P^0}{V}+\dots,\qquad
C_{\rm eff}=C-\frac{\alpha}{V}-\frac{\alpha\Lambda\alpha}{V^2}+\dots \tag{14}$$

The point-dipole description omits the variation of the image strain across the defect. At an inversion centre the first gradient is zero, and the second is of order $P/(CV^{5/3})$, because two more derivatives of an $r^{-3}$ field give $r^{-5}$. Corrections to the continuum host from the atomic lattice carry two more powers of $k$ and have the same order. The next term in $P_{\rm cell}$ is therefore of order $V^{-5/3}$. In $C_{\rm eff}$ the extra $1/V$ in front makes it $V^{-8/3}$.

### 5. Limit: dilatation centre in an isotropic host

With Lamé constants $\lambda$ and $\mu$,
$$D_{ik}=\lambda\hat k_i\hat k_k+\mu(\delta_{ik}+\hat k_i\hat k_k)=\mu(\delta_{ik}-\hat k_i\hat k_k)+M\hat k_i\hat k_k,\quad M=\lambda+2\mu.$$
The inverse acts on $\hat{\mathbf k}$ as $1/M$. For $P^0=p_0\,\delta_{ij}$ this gives $\Gamma:\delta=\hat k\hat k/M$. In a cubic cell the sum of $\hat k_i\hat k_j$ is $\delta_{ij}/3$ times the sum of the weights. By Poisson summation, $\sum_{\mathbf n}e^{-sn^2}$ differs from $(\pi/s)^{3/2}$ by a term that vanishes as $s\to0$. The omitted $\mathbf n=0$ leaves $-1$, and

$$\Lambda:\delta=-\frac{\delta}{3M}. \tag{15}$$

For a defect of cubic symmetry $\alpha:\delta=\alpha_A\delta$, while $C:\delta=3K\delta$ with bulk modulus $K$. Equations (13) become

$$p_{\rm cell}=\frac{p_0}{1+\alpha_A/(3MV)},\qquad
K_{\rm eff}=K-\frac{\alpha_A/(3V)}{1+\alpha_A/(3MV)} . \tag{16}$$

A spherical cavity of radius $b$ and volume $\Omega$ offers a limit. Under an external strain $\epsilon\,\delta_{ij}$ the displacement is $u_r=\epsilon r+c/r^2$, with radial stress $3K\epsilon-4\mu c/r^3$. A free surface requires $c=3K\epsilon b^3/(4\mu)$. A dilatation centre of strength $p$ obeys $\nabla\cdot u=(p/M)\delta(\mathbf r)$, so the flux $4\pi r^2u_r$ is $p/M$ and $c=p/(4\pi M)$. With $4\pi b^3=3\Omega$ this gives $\alpha_A=p/\epsilon=9\Omega KM/(4\mu)$. As $M-K=4\mu/3$, it is also $3\Omega KM/(M-K)$. Put this into (16) and let the cavity fraction $\Omega/V$ tend formally to one: the numerator becomes $KM/(M-K)$, the denominator $M/(M-K)$, and $K_{\rm eff}=0$. The first-order formula would already have become negative.

### 6. What an anharmonic host changes

Let the host energy density contain a cubic term, written schematically as $\tfrac16C^{(3)}\varepsilon^3$. With $\varepsilon=\bar\varepsilon+e$, the part linear in $\bar\varepsilon$ is $\tfrac12\bar\varepsilon\,C^{(3)}\int e\,e\,d^3r$. In an infinite crystal this belongs to $P^0$. In a cell the far part is altered. Since $e\sim P^0/(Cr^3)$, that part is of order $\int_{V^{1/3}}^\infty r^{-6}r^2dr\sim1/V$. The fixed-cell dipole thus has a second $1/V$ term, quadratic in $P^0$. Its slope against $1/V$ is not by itself a measure of $\alpha$ in such a host.

If the cell is also relaxed to zero stress, (12) gives a strain $C^{-1}P/V$. The cubic term then changes the elastic constants by about $C^{(3)}C^{-1}P/V$, the same order as $-\alpha/V$. The form $C-\alpha/V$ belongs to a cell kept at the host's shape and size.

## Part II. A defect in a lattice, and two defects

### 7. Symbols and results taken over

A defect under external strain $\varepsilon$ has dipole $P=P^0+\alpha:\varepsilon$ and energy $E_0-P^0:\varepsilon-\tfrac12\varepsilon:\alpha:\varepsilon$. In a cell of volume $V$, the images of a dipole $P$ produce the strain $\Lambda:P/V$ at the defect. The Lamé constants are $\lambda,\mu$, and $M=\lambda+2\mu$. A dipole acts on the host as the force density $-P_{ij}\partial_j\delta(\mathbf r)$.

For cubic symmetry, $C$, $\alpha$ and $\Lambda$ are diagonal in three kinds of strain: dilatation $A$, tetragonal shear $E$, and shear $T$ of the $yz$ type. Unit tensors for them are $v_A=\delta/\sqrt3$, $v_E=\mathrm{diag}(2,-1,-1)/\sqrt6$ and $v_T$ with $yz$ and $zy$ elements $1/\sqrt2$. The host eigenvalues are $C_A=C_{11}+2C_{12}$ (three times the bulk modulus), $C_E=2C'$ and $C_T=2C_{44}$, where $C'=(C_{11}-C_{12})/2$. In each channel $c$

$$C_{c,\rm eff}=C_c-\frac{\alpha_c/V}{1-\alpha_c\Lambda_c/V},\qquad
p_{\rm cell}=\frac{p_0}{1-\alpha_A\Lambda_A/V}, \tag{17}$$

the second for $P^0=p_0\delta$ in a cell of fixed shape and size.

### 8. The polarisability from changed bonds

Let the host be a crystal of central springs of stiffness $k$. At the defect, some springs have stiffness $k_d$ and a natural length greater by $\delta$. With $e_b$ the elongation of bond $b$, its energy is

$$\tfrac12k_d(e_b-\delta)^2=\tfrac12ke_b^2+\tfrac12Ke_b^2-fe_b+\text{const},\quad K=k_d-k,\; f=k_d\delta .$$

In this part $K$ without further mention is this stiffness change; the bulk modulus appears only under that name. The host responds to forces that push the ends of the defect bonds apart with elongations $g$ times those forces, where $g$ is a matrix of the perfect infinite crystal. An external strain alone gives elongations $D\varepsilon$, with rows $D_b:\varepsilon=L_b\,\hat n_b\cdot\varepsilon\cdot\hat n_b$ for bond length $L_b$ and direction $\hat n_b$.

Write $e=D\varepsilon+w$. The host's cost of the extra elongations is $\tfrac12w\cdot g^{-1}w$. It has no cross term with the uniform strain, because the host is in equilibrium under that strain. So

$$E_d=\tfrac12w\cdot g^{-1}w+\tfrac12e\cdot Ke-f\cdot e+\text{const}.$$

Stationarity in $w$ gives $w=g(f-Ke)$, hence $e=(1+gK)^{-1}(D\varepsilon+gf)$. The derivative of $E_d$ with respect to $\varepsilon$ at fixed $w$ is $D^T(Ke-f)$, so $P=D^T(f-Ke)$. Inserting $e$ and separating the part linear in $\varepsilon$,

$$\alpha=-D^TK(1+gK)^{-1}D,\qquad P^0=D^T(1+Kg)^{-1}f. \tag{18}$$

For $P^0$ the identity $1-K(1+gK)^{-1}g=(1+Kg)^{-1}$ was used; multiplication by $1+Kg$ confirms it, since $(1+Kg)K=K(1+gK)$. The inverse in (18) is the relaxation around the defect. Without it $\alpha$ would be $-D^TKD$, minus the bare change of stiffness.

The infinite chain is a limit. A unit force pushing one bond open leaves the rest unstressed, so $g=1/k$, and $D=a$. Then $\alpha=-Ka^2/(1+K/k)=ka^2(k-k_d)/k_d$. This equals $k^2a^2(1/k_d-1/k)$, the value from series compliances.

### 9. A worked crystal

Take a simple cubic crystal with one atom per site, $a=3$ Å, and springs $k=1.5$ eV/Å² to first and second neighbours. Elongations are linear in the displacements. The energy density is $(k/2a^3)\sum_b(L_b\hat n_b\cdot\varepsilon\cdot\hat n_b)^2$ over three first-neighbour and six second-neighbour bonds.

- For $\varepsilon_{xx}$ alone, one first-neighbour bond gives $a^2$ and four diagonal bonds give $4\cdot2a^2\cdot\tfrac14=2a^2$. Hence $C_{11}=3k/a$.
- The product $\varepsilon_{xx}\varepsilon_{yy}$ comes from two diagonal bonds and has the coefficient $k/a$ in the energy density. Hence $C_{12}=k/a$.
- For $\varepsilon_{yz}=\varepsilon_{zy}=\eta$, two diagonal bonds give $4a^2\eta^2$. This makes $2C_{44}\eta^2=2(k/a)\eta^2$, so $C_{44}=k/a$.

Thus $C_{11}-C_{12}=2C_{44}$. The host is elastically isotropic, with $\lambda=\mu=0.5$ and $M=1.5$ eV/Å³.

The defect halves the stiffness of the eighteen bonds at one site and adds 0.2 Å to their natural lengths. The matrix $g$ was computed from reciprocal sums on periodic grids of $64^3$, $96^3$ and $128^3$ cells and extrapolated to the infinite crystal. Equation (18) then gives

$$p_0=3.745,\quad\alpha_A=73.41,\quad\alpha_E=30.63,\quad\alpha_T=30.30\ \text{eV}.$$

In atomic units $\alpha_A=2.698$ and $\alpha_E=1.126$ hartree.

The coefficient $\Lambda_A=-1/(3M)=-0.2222$ Å³/eV is known in closed form. For the shears, the sum (9) was evaluated at two Gaussian widths and extrapolated linearly in $s$, with the result $\Lambda_E=-1.232$ and $\Lambda_T=0.007$ Å³/eV. The small $\Lambda_T$ comes from a cancellation. For a unit traceless tensor $v$,

$$v:\Gamma:v=\frac{|v\hat k|^2}{\mu}+(\hat k\cdot v\hat k)^2\Big(\frac1M-\frac1\mu\Big),$$

with direction averages $1/3$ and $2/15$ for the two squares. The average is $0.667-0.178=0.489$ Å³/eV, and the missing $\mathbf k=0$ term contributes $-0.489$ in both channels. The cubic arrangement of the images supplies the rest: about $-0.74$ for $E$ and $+0.50$ for $T$.

For the cell of $4^3$ sites, $V=12^3=1728$ Å³. Equations (17) give

$$\frac{\alpha_A\Lambda_A}{V}=-\frac{73.41\times0.2222}{1728}=-0.00944,\qquad p_{\rm cell}=\frac{3.745}{1.00944}=3.710\ \text{eV},$$

and the bulk modulus falls from 0.83333 by $73.41/(3\times1728)/1.00944=0.01403$ to 0.81931 eV/Å³.

These values can be set beside a direct calculation. All atoms of the supercell were relaxed by solving the linear force equations at zero strain and at strains of $\pm0.01$, and the total energies were differenced. The entries are direct value / formula (17).

| Sites | $p_{\rm cell}$ (eV) | $C'$ (eV/Å³) |
|---|---|---|
| $4^3$ | 3.7079 / 3.7100 | 0.49130 / 0.49133 |
| $6^3$ | 3.7347 / 3.7346 | 0.49739 / 0.49739 |
| $10^3$ | 3.7428 / 3.7428 | 0.49943 / 0.49943 |

In the smallest cell the dipole shift is $-0.037$ eV directly and $-0.035$ eV from the formula, so the terms beyond the point dipole are about 6% of the shift.

The quantity $V(C_c-C_{c,\rm eff})$ tends to $\alpha_c$. At $10^3$ sites it is 73.36, 30.59 and 30.296 eV for $A$, $E$ and $T$. The first two lie 0.04 eV below $\alpha_A$ and $\alpha_E$, as the term $\alpha_c^2\Lambda_c/V$ requires. For $T$ that term is $+0.0002$ eV, but the direct value lies 0.0005 eV below $\alpha_T$. With $\Lambda_T$ nearly zero, the omitted terms of relative order $V^{-5/3}$ outweigh the $1/V$ term at this size.

### 10. Two defects: the simple case, then the general one

Let defect 1 have a permanent dipole and no polarisability, and defect 2 the reverse. Defect 1 produces a strain $\varepsilon_1$ at defect 2. By (1) the interaction is $-\tfrac12\varepsilon_1:\alpha_2:\varepsilon_1$.

The strain at separation $\mathbf R$ is $T(\mathbf R):P_1$ with

$$T(\mathbf R)=\int\frac{d^3k}{(2\pi)^3}\,\Gamma(\hat{\mathbf k})e^{i\mathbf k\cdot\mathbf R}. \tag{19}$$

Since $\Gamma$ depends on direction alone, the substitution $\mathbf k=\mathbf q/R$ shows that $T\propto R^{-3}$ along a fixed direction. The induced energy, quadratic in $T$, falls as $R^{-6}$.

Now let both defects have both properties. Write $P_i=P_i^0+\Delta_i$. For point dipoles the interaction is the stationary value of

$$\tfrac12\Delta_1\alpha_1^{-1}\Delta_1+\tfrac12\Delta_2\alpha_2^{-1}\Delta_2-(P_1^0+\Delta_1)T(P_2^0+\Delta_2).$$

To leading order $\Delta_1=\alpha_1TP_2^0$ and $\Delta_2=\alpha_2TP_1^0$. Each quadratic cost is then half the size of the corresponding gain, and with $\varepsilon_2=TP_2^0$, $\varepsilon_1=TP_1^0$

$$E_{12}=-P_1^0TP_2^0-\tfrac12\varepsilon_2:\alpha_1:\varepsilon_2-\tfrac12\varepsilon_1:\alpha_2:\varepsilon_1+O(R^{-9}). \tag{20}$$

The $R^{-9}$ term is $-\Delta_1T\Delta_2$. Corrections to $\Delta_i$ themselves are of order $R^{-6}$ and enter the energy quadratically, because it is stationary. For positive $\alpha$ the induced terms are attractive, whatever the signs of the dipoles.

Reversing the sign of $P_2^0$ reverses the direct term and leaves the $R^{-6}$ terms alone. Half the sum of the energies for equal and opposite misfits therefore isolates the induced part, and half the difference gives the direct part, apart from the much smaller $R^{-9}$ term, which is also odd in $P_2^0$.

### 11. The induced coefficient for dilatation centres

A dilatation centre in the isotropic host has $u_i=AR_i/R^3$ with $A=p_0/(4\pi M)$. Differentiation gives

$$\varepsilon_{ij}=\frac{A}{R^3}(\delta_{ij}-3\hat n_i\hat n_j),\qquad \varepsilon:\varepsilon=\frac{6A^2}{R^6}. \tag{21}$$

The trace is zero, so $\alpha_A$ does not enter. Along $[100]$ the strain is $\mathrm{diag}(-2,1,1)A/R^3$, which is pure $E$. Along $[111]$ the diagonal elements vanish and the strain is pure $T$. Two identical defects contribute equal terms, and

$$E_{\rm ind}=-\frac{C_6}{R^6},\qquad C_6=6\alpha_EA^2\ [100],\qquad C_6=6\alpha_TA^2\ [111]. \tag{22}$$

For the worked defect, $A=3.745/(4\pi\times1.5)=0.1987$ Å³. Along $[100]$, $C_6=6\times30.63\times0.1987^2=7.25$ eV Å⁶, or 12.1 hartree bohr⁶. Along $[111]$ it is 7.18 eV Å⁶.

The lattice gives the same energy without a continuum. Put the changed bonds of both defects into one set, with the corresponding larger $g$. Without external strain $e=(1+gK)^{-1}gf$, and the stationary energy of a quadratic form is half its linear term, $-\tfrac12f\cdot e$. Subtracting the isolated defects and taking the part even in one misfit gives $E_{\rm ind}$. Along $[100]$:

| $R$ (Å) | $E_{\rm ind}$ (eV) | ratio to $-C_6/R^6$ |
|---|---|---|
| 30 | $-9.21\times10^{-9}$ | 0.925 |
| 42 | $-1.27\times10^{-9}$ | 0.959 |
| 54 | $-2.85\times10^{-10}$ | 0.974 |

The finite size of the defects and the lattice structure of the host correct the ratio at relative order $R^{-2}$. Removing that term with the two largest distances gives 0.998. Along $[111]$ the same procedure gives 0.995 to 0.996; the last digit depends on the grids used for $g$.

### 12. Where the induced term stands among the others

In general the direct term $R^{-3}$ is the larger at long range. Consider dipoles $P=p\,\delta+q\,\hat x\hat x$ separated along $x$. The displacement response of the isotropic host is $k^{-2}[\delta_{ij}/\mu-\hat k_i\hat k_j(1/\mu-1/M)]$ in reciprocal space. With $k^{-2}\to1/(4\pi r)$ and $k^{-4}\to-r/(8\pi)$ it becomes

$$G_{ij}=\frac1{8\pi r}\Big[\delta_{ij}\Big(\frac1\mu+\frac1M\Big)+\hat n_i\hat n_j\Big(\frac1\mu-\frac1M\Big)\Big].$$

On the axis $G_{xx}=1/(4\pi\mu x)$. The strain due to a unit $\hat x\hat x$ dipole is $-\partial_x^2G_{xx}=-1/(2\pi\mu R^3)$. A unit dilatation centre gives $\varepsilon_{xx}=-1/(2\pi MR^3)$ by (21), and two dilatation centres do not interact at this order because the strain has no trace. So

$$E_{\rm dir}=-P:T:P=\frac1{2\pi R^3}\Big(\frac{q^2}{\mu}+\frac{2pq}{M}\Big). \tag{23}$$

Multiplying the misfit force of each bond by $\hat n_x^2$ makes the worked defect uniaxial, with $p=0.667$ and $q=2.4114-0.6668=1.7446$ eV. The coefficient is $(6.09+1.55)/(2\pi)=1.216$ eV Å³, a repulsion. The odd part of the lattice energy, extrapolated in the same way, is 0.9998 of it.

For the original dilatation centres (23) vanishes, yet a direct interaction remains. In reciprocal space the direct energy is minus the product of the two force patterns with the lattice response. For small $k$ the patterns are proportional to $p_0\mathbf k$ and the product is $p_0^2/M$, a constant, which transforms to zero at $R\neq0$. The next term is $k^2$ times a function of direction. Its degree in $k$ is higher by two than that of $\Gamma$, so it falls as $R^{-5}$ unless the function is constant. Along $[100]$ the computed direct energy has the exponent $-4.9$ between 42 and 54 Å. At 54 Å it is $-5.67\times10^{-8}$ eV, about 200 times the induced energy.

The $R^{-6}$ law is thus the leading term of the induced interaction. It leads the whole interaction when the direct terms vanish, as for two spherically symmetric dilatation centres in a structureless isotropic continuum. In a harmonic lattice it is identified by its sign rule: it keeps its sign when one permanent dipole is reversed at fixed $\alpha$. In an anharmonic host $\alpha$ contains a part linear in the misfit, so a defect of opposite misfit has a different $\alpha$ and the separation is no longer clean. In an elastically anisotropic crystal $\hat{\mathbf k}\cdot D^{-1}\hat{\mathbf k}$ depends on direction, and dilatation centres already interact as $R^{-3}$.
